# Truncation width of a pair distance in diffraction from amorphous silicon

**Setting**

Silicon made amorphous by ion implantation is studied by diffraction. Its structure factor \(S(Q)\), normalised to 1 at large \(Q\), is known up to a cutoff \(Q_m\). With \(F(Q)=Q[S(Q)-1]\), one computes

\[
G(r)=\frac{2}{\pi}\int_0^{Q_m}F(Q)\sin(Qr)\,dQ,\qquad P(r)=G(r)+4\pi\rho_0 r .
\]

The cutoff is abrupt, with no window function, and \(\rho_0\) is the mean atomic density. For complete data \(P(r)=R(r)/r\), where \(R(r)\,dr\) is the mean number of neighbours between \(r\) and \(r+dr\). "Width" means full width at half of the peak's own maximum.

Rough typical values for the first shell are: distance \(r_0=2.35\) Å, \(N=4\) neighbours, Gaussian spread \(\sigma=0.070\) Å (thermal and static together), and \(\rho_0=0.050\) Å⁻³. The cutoffs to be compared are 10 and 55 Å⁻¹, with the sample held fixed.

**(a) What does a sharp distance \(r_0\) contribute to \(F(Q)\), and does the cutoff alter the term \(4\pi\rho_0 r\)?**

*Answer.* In an isotropic solid the phase factor of a pair with separation \(d\) is averaged over all directions. With \(u\) the cosine of the angle between \(\mathbf Q\) and \(\mathbf d\),

\[
\langle e^{i\mathbf Q\cdot\mathbf d}\rangle=\frac12\int_{-1}^{1}e^{iQdu}\,du=\frac{\sin Qd}{Qd}.
\]

Each atom has \(N\) neighbours at \(r_0\), so they add \(N\sin(Qr_0)/(Qr_0)\) to \(S\). Multiplication by \(Q\) gives

\[
F_{\rm shell}(Q)=\frac{N}{r_0}\sin(Qr_0).
\]

A uniform medium of density \(\rho_0\) scatters into \(Q=0\) alone, and this forward peak is left out of \(S\). For \(Q>0\), therefore,

\[
F(Q)=\int_0^\infty\left[\frac{R(r)}{r}-4\pi\rho_0 r\right]\sin(Qr)\,dr .
\]

The uniform medium supplies nothing to \(F\) above \(Q_m\), so the cutoff removes nothing that belongs to it. Adding \(4\pi\rho_0 r\) restores the correct baseline at any \(Q_m\), and the shell peak in \(P\) is the truncated transform of \(F_{\rm shell}\).

**(b) Show that a perfectly sharp distance appears in \(P(r)\) with a width near \(3.79/Q_m\). State the condition and the leading correction.**

*Answer.* Use \(\sin A\sin B=\tfrac12[\cos(A-B)-\cos(A+B)]\) and integrate each cosine from 0 to \(Q_m\):

\[
P_{\rm shell}(r)=\frac{N}{\pi r_0}\left[\frac{\sin Q_m(r-r_0)}{r-r_0}-\frac{\sin Q_m(r+r_0)}{r+r_0}\right].
\]

The second term is the tail of a mirror peak at \(-r_0\). Near \(r_0\) its size relative to the main peak is at most about \(1/(2Q_mr_0)\), so drop it for \(Q_mr_0\gg1\). With \(x=Q_m(r-r_0)\), the remaining peak is \(NQ_m/(\pi r_0)\) times \(\sin x/x\), and its half-height points obey

\[
\frac{\sin x}{x}=\frac12 .
\]

There is one positive root. The derivative of \(\sin x/x\) is \((x\cos x-\sin x)/x^2\). Its numerator starts at zero and has derivative \(-x\sin x<0\) on \((0,\pi)\), so the function falls there. For \(x>2\), \(|\sin x|/x<1/2\), which excludes further roots. A Newton step for \(\sin x-x/2=0\) from \(x=1.9\) gives

\[
x_h\simeq1.9-\frac{0.94630-0.95}{-0.32329-0.5}=1.8955 .
\]

The points \(x=\pm x_h\) are separated in \(r\) by

\[
\boxed{\Delta r=\frac{2x_h}{Q_m}=\frac{3.791}{Q_m}}
\]

For the correction, put \(\theta=2Q_mr_0\) and keep first order in \(1/\theta\). Relative to the ideal height, the profile is \(\sin x/x-\sin(\theta+x)/\theta\), with maximum \(1-\sin\theta/\theta\); the small shift of the maximum changes its height at second order. At \(x_h\) the slope of \(\sin x/x\) is \(-s\), where \(s=(\tfrac12-\cos x_h)/x_h\). If the edges move outward by \(\delta_\pm\), the half-height condition reads

\[
\frac12-s\delta_\pm-\frac{\sin(\theta\pm x_h)}{\theta}=\frac12-\frac{\sin\theta}{2\theta}.
\]

Solve for \(\delta_\pm\) and add, using \(\sin(\theta+x_h)+\sin(\theta-x_h)=2\sin\theta\cos x_h\):

\[
\delta_++\delta_-=\frac{(1-2\cos x_h)\sin\theta}{s\theta}=2x_h\frac{\sin\theta}{\theta}.
\]

The relative change of the width is thus \(\sin(2Q_mr_0)/(2Q_mr_0)\) at leading order. The simple law fails when \(Q_mr_0\) is not large.

**(c) Evaluate the ideal width for both cutoffs. Where is the first negative ripple, and what X-ray energy is needed?**

*Answer.* The widths are

\[
\frac{3.791}{10}=0.379\ \text{Å}=0.0379\ \text{nm},\qquad
\frac{3.791}{55}=0.0689\ \text{Å}=0.00689\ \text{nm}.
\]

Their ratio is 5.5. The first-order mirror correction is at most 2.1% and 0.4% respectively. A numerical search for half height on the full expression gives 0.3794 and 0.0691 Å, so the correction is negligible here. At 55 Å⁻¹ the first-order formula reproduces the shift (+0.30%). At 10 Å⁻¹, \(\sin\theta\) happens to be small (0.124): the first-order term gives +0.26%, terms of order \(1/\theta^2\) are of similar size, and the actual shift is +0.08%.

The extrema of \(\sin x/x\) away from the centre satisfy \(\tan x=x\). The first is at \(x=4.493\), where the function is \(-0.217\). The ripple therefore lies 0.449 Å from the peak at the low cutoff and 0.082 Å at the high one. For a sharp distance its depth relative to the peak does not vanish as \(Q_m\) rises: apart from the small mirror term, it stays at 0.217. It is a product of the cutoff, not a deficit of atoms.

In elastic scattering through an angle \(\phi\), \(Q=2k\sin(\phi/2)\le2k\). The photon energy is \(E=\hbar ck\), so \(E\ge\hbar cQ_m/2\). This gives 9.87 keV and 54.3 keV. These minima require full backscattering; a detector confined to smaller angles needs a higher energy.

**(d) The real shell has the Gaussian spread \(\sigma\) in \(P(r)\). What widths are observed? May the truncation width and the true width be added in quadrature?**

*Answer.* Since \(\sigma\ll r_0\), the Gaussian may be integrated over all \(r\). Write \(r=r_0+t\) and expand \(\sin Q(r_0+t)\). The term odd in \(t\) vanishes, and the even term gives

\[
F_{\rm shell}(Q)=\frac{N}{r_0}\sin(Qr_0)\,e^{-\sigma^2Q^2/2}.
\]

Without the mirror term, the peak is

\[
P_{\rm shell}(r)=\frac{N}{\pi r_0}\int_0^{Q_m}e^{-\sigma^2Q^2/2}\cos[Q(r-r_0)]\,dQ .
\]

At \(r=r_0\), the substitution \(v=\sigma Q/\sqrt2\) gives the height

\[
P_{\rm shell}(r_0)=\frac{N}{r_0\sigma\sqrt{2\pi}}\;\mathrm{erf}\!\left(\frac{Q_m\sigma}{\sqrt2}\right).
\]

The prefactor, 9.70 Å⁻², is the true height. The true width is \(2\sqrt{2\ln2}\,\sigma=0.165\) Å. Two regimes follow.

*High cutoff.* At 55 Å⁻¹, \(Q_m\sigma=3.85\) and the error function is 0.99988. The part removed by the cutoff is an integral from \(Q_m\) to infinity. Replacing its cosine by 1 bounds it, at every \(r\), by 0.00012 of the true height. The peak therefore keeps its Gaussian shape and its width of 0.165 Å.

*Low cutoff.* At 10 Å⁻¹, \(Q_m\sigma=0.70\), and the height falls to 0.516 of the true one. Let \(a=\sigma^2Q_m^2/2\) and \(q=Q/Q_m\), and expand the exponential to first order. The profile is proportional to

\[
f(x)=\int_0^1(1-aq^2)\cos(xq)\,dq,\qquad f(0)=1-\frac a3 .
\]

Two integrations by parts, with \(\sin x_h=x_h/2\), give

\[
J=\int_0^1q^2\cos(x_hq)\,dq=\frac12+\frac{2\cos x_h-1}{x_h^2}=0.044 .
\]

If each edge moves by \(\delta\), then \(\tfrac12-aJ-s\delta=\tfrac12-\tfrac a6\). With \(s=0.432\), \(\delta=a(\tfrac16-J)/s=0.284a\). Dividing by \(x_h\) and inserting \(a\),

\[
\Delta r_{\rm obs}\simeq\frac{3.791}{Q_m}\left(1+0.075\,Q_m^2\sigma^2\right).
\]

Here this is \(0.379\times1.037=0.393\) Å. Numerical integration of the full transform, followed by a search for half height, gives 0.394 Å.

Addition in quadrature would give \(\sqrt{0.379^2+0.165^2}=0.413\) Å at the low cutoff and \(\sqrt{0.0689^2+0.1648^2}=0.179\) Å at the high one. Both are too large. The rule holds for the convolution of two Gaussians, whereas \(\sin(Q_mu)/(\pi u)\) is not a Gaussian and has no finite second moment. At 55 Å⁻¹ the width is set by the atoms; at 10 Å⁻¹ it is set mainly by the cutoff.

**(e) Suppose annealing reduces \(\sigma\) from 0.070 to 0.065 Å. How does the peak width respond at each cutoff, and what does the higher cutoff cost in noise?**

*Answer.* The same numerical search gives these widths:

| \(Q_m\) (Å⁻¹) | Before (Å) | After (Å) | Change (Å) |
|---|---:|---:|---:|
| 10 | 0.3938 | 0.3918 | 0.0020 |
| 55 | 0.1648 | 0.1531 | 0.0117 |

The width shrinks by 0.5% at the low cutoff and by 7% at the high one. The expansion in (d) explains the weak response: at small \(Q_m\sigma\), the spread enters the width only through a small term in \(\sigma^2\).

Now let \(S\) carry independent random errors of standard deviation \(\eta\) at points spaced by \(h\). The integral becomes a sum, and variances add:

\[
\mathrm{var}\,G=\left(\frac{2h\eta}{\pi}\right)^2\sum_jQ_j^2\sin^2(Q_jr)
\simeq\left(\frac{2\eta}{\pi}\right)^2\frac{hQ_m^3}{6}.
\]

The last step replaces \(\sin^2\) by its mean \(\tfrac12\), valid for \(Q_mr\gg1\), and \(h\sum_jQ_j^2\) by \(Q_m^3/3\). The noise in \(G\) grows as \(Q_m^{3/2}\), here by \(5.5^{3/2}=12.9\). For assumed values \(\eta=0.005\) and \(h=0.05\) Å⁻¹ it rises from 0.009 to 0.119 Å⁻², or from 0.18% to 1.2% of the respective observed peak height. Whether a given change of width can be detected also depends on how this noise enters the fit, which is not evaluated here.

**(f) How far do outer shells, a missing baseline and finite \(Q\) resolution move these widths?**

*Answer.* For the outer shells, take a model with 12 atoms at 3.84 Å, of spread 0.25 Å, followed by a uniform continuum. The continuum starts at 4.33 Å, the radius of a sphere that holds 17 atoms at density \(\rho_0\), with its edge blurred by 0.30 Å. Transforming this model to \(F(Q)\), truncating it and transforming back changes the low-cutoff width from 0.394 to 0.391 Å. The high-cutoff width stays at 0.165 Å. The low-cutoff shift depends on the assumed second shell, whose truncation ripples reach the first peak: spreads of 0.15, 0.20 and 0.30 Å in place of 0.25 Å give 0.377, 0.386 and 0.393 Å, while the high-cutoff width remains 0.165 Å.

If the width is read from \(G\) instead of \(P\), the same model gives 0.319 and 0.147 Å. Near the peak, \(G\) lies below \(P\) by \(4\pi\rho_0r_0=1.48\) Å⁻². Half the height of \(G\) is then a level above half the height of \(P\), where the peak is narrower.

For the resolution, let \(Q\) be smeared by a Gaussian of standard deviation \(\alpha Q\). Averaging \(\sin(Qr_0)\) multiplies it by \(e^{-(\alpha Qr_0)^2/2}\), the form already produced by \(\sigma\). If the slower factors in \(S\) vary little over the smearing, the spreads combine as

\[
\sigma_{\rm eff}^2=\sigma^2+(\alpha r_0)^2 .
\]

Quadrature is justified here because both factors are Gaussian. An assumed \(\alpha=0.005\) adds 0.0118 Å to the 0.070 Å in this sense, and the high-cutoff width becomes 0.167 Å, an increase of 1.4%.

The distance and the neighbour number used here are close to those of real amorphous silicon; \(\sigma\) depends on preparation and temperature, and the annealing change is an assumption, not a measurement. For real X-ray data the constant \(\eta\) is a simplification: the atomic form factor falls with \(Q\), so with equal counting time at each \(Q\) the error in \(S\) grows towards the cutoff. For silicon this fall is roughly eightfold between 10 and 55 Å⁻¹, so the cost in noise is then many times the factor of 12.9, which holds only for constant \(\eta\). If \(\eta\) scales as the inverse form factor, the factor is about 95. Compton scattering, which far exceeds the coherent signal at high \(Q\), raises it further unless it is rejected by energy analysis. Longer counting at high \(Q\) reduces it. A window function applied to \(F\) changes the kernel, and the constant 3.79 no longer applies.
